# Thermal Stress Gradient in a Film Grown on a Cooling Substrate

## Problem

A film grows at constant rate $r$ to thickness $h$ on a thick substrate. During growth the substrate temperature falls linearly from $T_1$ to $T_2$. Every layer is free of stress when it is deposited. Later the film and substrate are at a uniform temperature $T_0$.

(a) Find the stress as a function of height $z$ above the interface, and its gradient.

(b) Show that the mean stress is that of a film deposited entirely at $(T_1+T_2)/2$, and say what this equivalence does not cover.

Take the film as isotropic and linearly elastic, with Young modulus $E_f$, Poisson ratio $\nu_f$ and expansion coefficient $\alpha_f$. The substrate has expansion coefficient $\alpha_s$. These constants do not vary with temperature, and the temperature is uniform at each instant. There is no creep, slip or cracking, and the film's edges are far away. Tension is positive.

For numbers, use rough values for tantalum nitride on a silicon wafer: $E_f=400$ GPa, $\nu_f=0.25$, $\alpha_f=6.5$ ppm/K, $\alpha_s=3.3$ ppm/K, $h=1$ µm, $r=20$ nm/min, $T_1=700$ K, $T_2=500$ K and $T_0=300$ K. The wafer is 500 µm thick and has a biaxial modulus of 180 GPa.

## A tempting solution

The film grows without stress, so at the end of growth, at $T_2$, it is unstressed. It then cools with the substrate from $T_2$ to $T_0$. Every layer undergoes the same temperature change, so the stress is uniform:

$$\sigma=\frac{E_f}{1-\nu_f}(\alpha_f-\alpha_s)(T_2-T_0).$$

With the given numbers this is 341 MPa at every height, with no gradient.

## Where it fails

The first sentence does not follow from the problem. "Stress-free" describes each layer at the moment it arrives, not the finished film. The first layer arrives at 700 K and is already bonded to the substrate while the substrate cools by 200 K. It becomes stressed during growth. Only the last layer starts its stress history at $T_2$, so the tempting formula gives the stress at the top surface and nowhere below it.

## The stress profile

**Height and deposition temperature.** Growth lasts a time $t_g=h/r$. With $\Delta T=T_1-T_2$, the substrate temperature at time $t$ is $T_1-\Delta T\,t/t_g$. The layer at height $z$ arrives at $t=z/r$, and $t/t_g=z/h$. Its deposition temperature is therefore

$$T_{\rm dep}(z)=T_1-\Delta T\,\frac{z}{h}.$$

**Elastic strain of one layer.** Measure strain from the layer's state at deposition. Between $T_{\rm dep}$ and $T_0$ the thick substrate imposes the in-plane strain $\alpha_s(T_0-T_{\rm dep})$. If detached, the layer would take the strain $\alpha_f(T_0-T_{\rm dep})$. The elastic strain is the imposed strain minus the free strain:

$$\varepsilon=(\alpha_s-\alpha_f)(T_0-T_{\rm dep})=\Delta\alpha\,(T_{\rm dep}-T_0),\qquad \Delta\alpha=\alpha_f-\alpha_s.$$

**Stress.** The two in-plane stresses are equal and the normal stress is zero. Hooke's law gives $\varepsilon=(\sigma-\nu_f\sigma)/E_f$, so $\sigma=M_f\varepsilon$ with $M_f=E_f/(1-\nu_f)$. Hence

$$\boxed{\sigma(z)=M_f\,\Delta\alpha\left(T_1-T_0-\Delta T\,\frac{z}{h}\right)},\qquad
\boxed{\frac{d\sigma}{dz}=-\frac{M_f\,\Delta\alpha\,\Delta T}{h}}.$$

The gradient does not contain $T_0$, because a uniform temperature change after growth adds the same stress to every layer. Since $\Delta T/h=(\Delta T/t_g)/r$, the size of the gradient is $M_f\,|\Delta\alpha|$ times the cooling rate divided by the growth rate. If $T_1=T_2$ the gradient vanishes and the tempting solution becomes correct.

**Numbers.** Here $M_f=400/0.75=533.3$ GPa and $\Delta\alpha=3.2$ ppm/K. The stresses at the interface and the top surface are

$$\sigma(0)=533.3\ \text{GPa}\times3.2\times10^{-6}\ \text{K}^{-1}\times400\ \text{K}=683\ \text{MPa},$$

$$\sigma(h)=533.3\ \text{GPa}\times3.2\times10^{-6}\ \text{K}^{-1}\times200\ \text{K}=341\ \text{MPa}.$$

The gradient is $-341$ MPa/µm.

## The mean stress

Average the profile over the thickness, using $\frac1h\int_0^h (z/h)\,dz=\frac12$:

$$\bar\sigma=M_f\,\Delta\alpha\left(T_1-T_0-\frac{T_1-T_2}{2}\right)=M_f\,\Delta\alpha\,(T_m-T_0),\qquad T_m=\frac{T_1+T_2}{2}.$$

This is the stress of a film deposited entirely at $T_m$. For the example $T_m=600$ K and $\bar\sigma=512$ MPa. The tempting solution missed the mean stress already present at the end of growth. Setting $T_0=T_2$ gives that part as $M_f\,\Delta\alpha\,\Delta T/2=171$ MPa, and $341+171=512$ MPa.

The equivalence concerns the mean, not the distribution. Reheat the film elastically to $T_0=T_m$, and the profile becomes

$$\sigma(z)=M_f\,\Delta\alpha\,\Delta T\left(\frac12-\frac zh\right).$$

The net force is zero, but the interface is at $+171$ MPa and the top surface at $-171$ MPa. A film really deposited at $T_m$ would be unstressed throughout.

**When the growth rate varies.** The stress of each layer is linear in its deposition temperature, so the mean always follows the thickness-weighted average of $T_{\rm dep}$ in this model. Suppose the growth rate doubles linearly during growth while the temperature ramp stays the same. With $s=t/t_g$ the rate is proportional to $1+s$, and

$$\overline{T_{\rm dep}}=T_1-\Delta T\,\frac{\int_0^1 s(1+s)\,ds}{\int_0^1(1+s)\,ds}
=T_1-\Delta T\,\frac{1/2+1/3}{3/2}=T_1-\frac59\Delta T.$$

This is 589 K, not 600 K, because more of the film is deposited late, when the substrate is colder. The local gradient is also twice as steep at the bottom as at the top, since the cooling rate is constant and the growth rate doubles.

## Two measurements that separate mean and gradient

**Wafer curvature.** Let the wafer have thickness $h_s\gg h$ and biaxial modulus $M_s$. The film pulls on its top surface with a force per width $F=\bar\sigma h$, so the wafer carries $-F$ there. Write the wafer's mechanical strain as $e_0+ky$, with $y$ measured upwards from its midplane. Force and moment balance give

$$M_sh_s\,e_0=-F,\qquad \frac{M_sh_s^3}{12}\,k=-F\,\frac{h_s}{2}
\quad\Rightarrow\quad k=-\frac{6\bar\sigma h}{M_sh_s^2}.$$

This is the Stoney relation. To this order the curvature depends on the mean stress and does not reveal the gradient. The radius $1/|k|$ is 14.6 m, with the film on the concave side. The relation assumes a sag small compared with $h_s$. At this thickness and load the curvature stays within 1% of it for a wafer 100 mm across, but falls roughly 7% below it at 200 mm, where the wafer must stretch to curve in both directions.

**Release of the film.** Before release the elastic strain is $\Delta\alpha(T_1-T_0)-\Delta\alpha\,\Delta T\,z/h$. A small or narrow detached piece can add any strain of the form $a+\kappa z$. The choice

$$a=-\Delta\alpha(T_1-T_0),\qquad \kappa=\frac{\Delta\alpha\,\Delta T}{h}$$

cancels the elastic strain at every height, so no force or moment remains. The curvature $\kappa$ depends on the gradient and not on $T_0$. Here it is positive: the top ends up longer than the bottom, and the free end bends towards the wafer. The radius is $1/\kappa=1.56$ mm. This holds for a piece no more than a few tens of micrometres wide. A much wider film cannot curve equally in both directions without stretching, so it rolls into a cylinder with curvature $(1+\nu_f)\kappa$, here a radius of 1.25 mm. A narrow cantilever of length $L=100$ µm, held level at its root, has a tip deflection of about $\kappa L^2/2=3.2$ µm. If the gap beneath it is smaller than this, the beam touches the wafer.

## A wafer of finite stiffness

The derivation let the substrate dictate the film's strain. In fact the wafer yields slightly. If it is free to bend throughout growth and cooling, rather than clamped flat, the film force changes the strain of its top surface by

$$e_0+k\frac{h_s}{2}=-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-\frac{4F}{M_sh_s}.$$

A layer feels only the part of this change that comes after its own deposition. When the film has reached height $z$, its force is, to leading order,

$$F(z)=\int_0^z M_f\,\Delta\alpha\,\Delta T\,\frac{z-z'}{h}\,dz'=M_f\,\Delta\alpha\,\Delta T\,\frac{z^2}{2h}.$$

With the final force $F_0=M_f\,\Delta\alpha\,(T_m-T_0)h$ and $c=4M_fh/(M_sh_s)$, the stress correction is

$$\delta\sigma(z)=-\frac{c}{h}\,[F_0-F(z)].$$

The average of $F(z)$ over the thickness is $M_f\,\Delta\alpha\,\Delta T\,h/6$. The mean stress therefore falls by the fraction

$$c\left[1-\frac{\Delta T}{6(T_m-T_0)}\right].$$

The correction is largest at the interface, where the tension is highest, so the gradient also weakens. A least-squares line through $(z/h)^2$ on $0\le z/h\le1$ has unit slope in $z/h$, because $(z/h)^2-z/h$ is symmetric about the middle. The fitted gradient thus changes by $+cM_f\,\Delta\alpha\,\Delta T/(2h)$, a loss of the fraction $c/2$ of its size.

Here $c=4(533.3)(1)/[(180)(500)]=0.024$, which predicts losses of 2.1% and 1.2%. A separate calculation added 400 stress-free layers one by one to a plate free to stretch and bend, solving force and moment balance each time. It gave losses of 2.07% and 1.16%. With a wafer 100 times thicker it gave a mean of 511.9 MPa and a gradient of $-341.3$ MPa/µm, in agreement with the thick-substrate formulas.

## The real film

Silicon's expansion coefficient rises with temperature. Let $\Delta\alpha$ vary linearly with slope $b$. The elastic strain of a layer is then the integral of $\Delta\alpha$ from $T_0$ to $T_{\rm dep}$. Expanded about $T_m$, it is

$$\varepsilon(T_{\rm dep})=\varepsilon(T_m)+\Delta\alpha(T_m)(T_{\rm dep}-T_m)+\frac b2(T_{\rm dep}-T_m)^2.$$

The linear term averages to zero, and the mean of $(T_{\rm dep}-T_m)^2$ is $\Delta T^2/12$. The mean strain is therefore $\varepsilon(T_m)+b\,\Delta T^2/24$. Take a rough slope $b=-4$ ppb/K², which treats the film's own coefficient as constant, and keep $\Delta\alpha=3.2$ ppm/K at 450 K, midway between $T_0$ and $T_m$, so that $\varepsilon(T_m)$ is unchanged. The mean stress then moves only from 512 to 508 MPa. The gradient depends on $\Delta\alpha$ near the growth temperature, which is 2.6 ppm/K at $T_m$. It weakens by 19%, to $-277$ MPa/µm. If the film's coefficient rises half as fast as silicon's, this loss is halved. An expansion mismatch that predicts the mean well can thus be a poor guide to the gradient.

The assumption most exposed in practice is stress-free growth. Sputtered nitride films can carry compressive growth stress of roughly 1 GPa. On a very thick substrate, a uniform $-1000$ MPa would turn the mean from $+512$ to $-488$ MPa and leave the gradient unchanged. The 500 µm wafer, if free to bend, yields as each stressed layer is added. A uniform growth stress $\sigma_g$ contributes $\sigma_g z$ to the force $F(z)$, so the correction formula of the previous section adds $c\,\sigma_g/h=-24$ MPa/µm to the gradient, about 7% of the thermal part. A growth stress that varied with temperature or thickness would add a gradient of its own. The elastic and thermal values of tantalum nitride also depend on its phase and composition. The stress follows the small difference $\alpha_f-\alpha_s$, so it is sensitive to them: with $\alpha_f=5$ instead of 6.5 ppm/K and constant $\alpha_s$, the mean and the gradient both fall by 47%. With the rising silicon coefficient above, $\Delta\alpha(T_m)$ drops from 2.6 to 1.1 ppm/K and the gradient falls by 58%. Values as low as about 3.6 ppm/K are also quoted for tantalum nitride. Then $\Delta\alpha(T_m)$ is about $-0.3$ ppm/K, so the gradient and the curl of a released film reverse sign while the mean stays slightly tensile. The 1 µm thickness is far above that of a typical diffusion barrier, and the 200 K ramp is deliberately large. If the substrate warms during growth instead, $\Delta T$ changes sign, and so do the thermal part of the gradient and the curl it causes in a released film.

## Numbers as computed

```
INPUTS (rough typical values, TaN film on Si wafer)
Film Young modulus: 400 GPa
Film Poisson ratio: 0.25 (no unit)
Film biaxial modulus: 533.3 GPa
Wafer biaxial modulus: 180 GPa
Film expansion coefficient: 6.5 ppm/K
Wafer expansion coefficient: 3.3 ppm/K
Expansion difference: 3.2 ppm/K
Film thickness: 1.0 um
Wafer thickness: 500 um
Start temperature T1: 700 K
End temperature T2: 500 K
Later temperature T0: 300 K
Growth rate: 20 nm/min
Growth time: 50 min
Cooling rate: 4.0 K/min
RESULTS, thick-substrate formulas
Mean deposition temperature: 600.0 K
Stress at interface: 682.7 MPa
Stress at top surface: 341.3 MPa
Mean stress: 512.0 MPa
Stress gradient: -341.3 MPa/um
Mean stress at end of growth: 170.7 MPa
Wafer radius, Stoney: 14.65 m
Released film radius: 1.563 mm
Cantilever length: 100 um
Cantilever tip deflection to wafer: 3.20 um
LAYER-BY-LAYER CALCULATION
Mean stress, 100x thicker wafer: 511.89 MPa
Gradient, 100x thicker wafer: -341.29 MPa/um
Zero-force temperature, same: 600.01 K
Interface stress at T_mid, same: 170.7 MPa
Top stress at T_mid, same: -170.6 MPa
Zero-force temperature, rate doubling: 588.90 K
Gradient ratio bottom/top, rate doubling: 1.99 (no unit)
NEGLECTED EFFECTS
Mean stress, actual wafer: 501.4 MPa
Loss of mean by wafer compliance: 2.07 %
Loss of gradient by wafer compliance: 1.16 %
Zero-force temperature, actual wafer: 600.78 K
Wafer radius, layer by layer: 14.93 m
Assumed slope of Si expansion: 4.0 ppb/K^2
Mean stress with this slope: 508.4 MPa
Expansion difference at T_mid: 2.6 ppm/K
Gradient with this slope: -277.3 MPa/um
Change of gradient: -18.8 %
Assumed uniform growth stress: -1000 MPa
Mean stress with growth stress: -488.0 MPa
Stored elastic energy: 0.510 J/m^2
Assumed film melting temperature: 3300 K
T1 / melting temperature: 0.21 (no unit)
```
